# Equibiaxial modulus of a basal-textured alumina scale against the polycrystal value: verification in Python

```python
# Result under test: a basal-textured alpha-alumina scale (c axis along the
# film normal, free surface) under equal in-plane elastic strains has
#     M_basal = C11 + C12 - 2*C13**2/C33,
# and this exceeds E/(1-nu) = 18*K*G/(3*K+4*G) of the isotropic polycrystal.
# Cij: stiffness in GPa, sij: compliance in 1/GPa, K: bulk modulus,
# G: shear modulus, M: equibiaxial modulus (in-plane stress per strain).
# Axis 3 is the film normal; Voigt order is 11, 22, 33, 23, 13, 12.
# The elastic constants are rough two-figure values for alumina.
import itertools
import numpy as np
from scipy.constants import giga, micro, milli

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
SHEAR_FACTOR = np.array([1.0, 1.0, 1.0, 2.0, 2.0, 2.0])


def trigonal_stiffness(c11, c12, c13, c33, c44, c14):
    c66 = (c11 - c12) / 2
    return np.array([
        [c11, c12, c13, c14, 0, 0],
        [c12, c11, c13, -c14, 0, 0],
        [c13, c13, c33, 0, 0, 0],
        [c14, -c14, 0, c44, 0, 0],
        [0, 0, 0, 0, c44, c14],
        [0, 0, 0, 0, c14, c66]], dtype=float)


def to_tensor(matrix):
    tensor = np.zeros((3, 3, 3, 3))
    for m, (i, j) in enumerate(PAIRS):
        for n, (k, l) in enumerate(PAIRS):
            for a, b in ((i, j), (j, i)):
                for c, d in ((k, l), (l, k)):
                    tensor[a, b, c, d] = matrix[m, n]
    return tensor


def to_matrix(tensor):
    return np.array([[tensor[i, j, k, l] for k, l in PAIRS]
                     for i, j in PAIRS])


def rotate(tensor, r):
    return np.einsum('ia,jb,kc,ld,abcd->ijkl', r, r, r, r, tensor)


def film_axes(tilt, azimuth, spin=0.0):
    # Rows are the film axes in the crystal frame; the last is the normal.
    ct, st = np.cos(tilt), np.sin(tilt)
    ca, sa = np.cos(azimuth), np.sin(azimuth)
    rows = np.array([[ct * ca, ct * sa, -st], [-sa, ca, 0],
                     [st * ca, st * sa, ct]])
    cs, ss = np.cos(spin), np.sin(spin)
    return np.array([[cs, ss, 0], [-ss, cs, 0], [0, 0, 1]]) @ rows


def film_stress(matrix):
    # In-plane stresses (11, 22, 12) for unit equibiaxial strain, with the
    # out-of-plane strains found from zero traction on the free surface.
    inside, free = [0, 1, 5], [2, 3, 4]
    strain_in = np.array([1.0, 1.0, 0.0])
    strain_free = -np.linalg.solve(matrix[np.ix_(free, free)],
                                   matrix[np.ix_(free, inside)] @ strain_in)
    return (matrix[np.ix_(inside, inside)] @ strain_in
            + matrix[np.ix_(inside, free)] @ strain_free)


def film_modulus(matrix):
    return film_stress(matrix)[:2].mean()


def basal_formula(c11, c12, c13, c33):
    return c11 + c12 - 2 * c13**2 / c33


def isotropic_formula(k, g):
    return 18 * k * g / (3 * k + 4 * g)


def voigt_moduli(c11, c12, c13, c33, c44, c14):
    k = (2 * (c11 + c12) + 4 * c13 + c33) / 9
    g = (2 * c11 + c33 - c12 - 2 * c13
         + 3 * (2 * c44 + (c11 - c12) / 2)) / 15
    return k, g


def reuss_moduli(matrix):
    s = np.linalg.inv(matrix)
    diagonal = s[0, 0] + s[1, 1] + s[2, 2]
    mixed = s[0, 1] + s[0, 2] + s[1, 2]
    shear = s[3, 3] + s[4, 4] + s[5, 5]
    return 1 / (diagonal + 2 * mixed), 15 / (4 * diagonal - 4 * mixed
                                             + 3 * shear)


def rotation_average(tensor):
    nodes, weights = np.polynomial.legendre.leggauss(4)
    angles = 2 * np.pi * np.arange(6) / 6
    total = np.zeros_like(tensor)
    for x, w in zip(nodes, weights):
        for azimuth in angles:
            for spin in angles:
                r = film_axes(np.arccos(x), azimuth, spin)
                total += w / 2 / 36 * rotate(tensor, r)
    return total


constants = dict(c11=500.0, c12=160.0, c13=120.0, c33=500.0,
                 c44=150.0, c14=20.0)
C = trigonal_stiffness(**constants)
C4 = to_tensor(C)
S = np.linalg.inv(C)
c11, c12, c13, c33, c44, c14 = constants.values()

# Crystal symmetry and mechanical stability of the stiffness matrix.
threefold = film_axes(0.0, 2 * np.pi / 3)
twofold = np.diag([1.0, -1.0, -1.0])
assert np.allclose(rotate(C4, threefold), C4, atol=1e-9)
assert np.allclose(rotate(C4, twofold), C4, atol=1e-9)
assert np.linalg.eigvalsh(C).min() > 0

# Basal modulus: free-surface solution against the closed formula.
M_basal = basal_formula(c11, c12, c13, c33)
for spin in (0.0, 0.4, 1.1):
    stress = film_stress(to_matrix(rotate(C4, film_axes(0, 0, spin))))
    assert np.allclose(stress, [M_basal, M_basal, 0], atol=1e-8)
assert abs(1 / (S[0, 0] + S[0, 1]) - M_basal) < 1e-8
normal_strain = -2 * c13 / c33
strain_tensor = np.diag([1.0, 1.0, normal_strain])
stress_tensor = np.einsum('ijkl,kl->ij', C4, strain_tensor)
assert np.allclose(stress_tensor, np.diag([M_basal, M_basal, 0]), atol=1e-8)
energy_density = 0.5 * np.sum(stress_tensor * strain_tensor)
assert abs(energy_density - M_basal) < 1e-8

# C14 and C44 leave the basal modulus alone; C14 softens the Reuss average.
for changes in (dict(c14=-20.0), dict(c14=40.0), dict(c44=110.0)):
    changed = trigonal_stiffness(**{**constants, **changes})
    assert abs(film_modulus(changed) - M_basal) < 1e-8
K_R, G_R = reuss_moduli(C)
G_flipped = reuss_moduli(trigonal_stiffness(**{**constants, 'c14': -c14}))[1]
G_uncoupled = reuss_moduli(trigonal_stiffness(**{**constants, 'c14': 0}))[1]
assert abs(G_flipped - G_R) < 1e-9 and G_uncoupled > G_R

# Polycrystal formulas against explicit averages over all rotations.
K_V, G_V = voigt_moduli(**constants)
M_V, M_R = isotropic_formula(K_V, G_V), isotropic_formula(K_R, G_R)
C_average = to_matrix(rotation_average(C4))
S_tensor = to_tensor(S / np.outer(SHEAR_FACTOR, SHEAR_FACTOR))
S_average = (to_matrix(rotation_average(S_tensor))
             * np.outer(SHEAR_FACTOR, SHEAR_FACTOR))
C_from_S = np.linalg.inv(S_average)
for averaged, k, g, m in ((C_average, K_V, G_V, M_V),
                          (C_from_S, K_R, G_R, M_R)):
    assert abs(averaged[3, 3] - g) < 1e-7
    assert abs(averaged[:3, :3].sum() / 9 - k) < 1e-7
    assert abs((averaged[0, 0] - averaged[0, 1]) / 2 - g) < 1e-7
    assert abs(film_modulus(averaged) - m) < 1e-7
K_H, G_H = (K_V + K_R) / 2, (G_V + G_R) / 2
M_H = isotropic_formula(K_H, G_H)
E_H = 9 * K_H * G_H / (3 * K_H + G_H)
nu_H = (3 * K_H - 2 * G_H) / (2 * (3 * K_H + G_H))
assert abs(E_H / (1 - nu_H) - M_H) < 1e-8
assert M_R < M_H < M_V < M_basal

# Reason for the difference: bulk, axial shear and compressibility terms.
G_axial = 3 / (2 * S[0, 0] + 2 * S[0, 1] + 4 * S[2, 2] - 8 * S[0, 2])
beta_a, beta_c = S[0, :3].sum(), S[2, :3].sum()
bulk_term = 2 / (9 * K_R)
axial_term = 1 / (6 * G_axial)
coupling_term = 4 / 9 * (beta_a - beta_c)
assert abs(bulk_term + axial_term + coupling_term
           - 1 / film_modulus(C)) < 1e-12
poly_shear_term = 1 / (6 * G_R)
assert abs(bulk_term + poly_shear_term - 1 / film_modulus(C_from_S)) < 1e-11
compliance_gap = 1 / M_R - 1 / M_basal
shear_share = (poly_shear_term - axial_term) / compliance_gap
coupling_share = -coupling_term / compliance_gap


# Grains of other orientations, each with its own free surface.
def grain_modulus(tilt, azimuth):
    return film_modulus(to_matrix(rotate(C4, film_axes(tilt, azimuth))))


def columnar_average(n_tilt, n_azimuth):
    nodes, weights = np.polynomial.legendre.leggauss(n_tilt)
    azimuths = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
    return sum(w / 2 * np.mean([grain_modulus(np.arccos(x), a)
                                for a in azimuths])
               for x, w in zip(nodes, weights))


M_columnar = columnar_average(22, 36)
assert abs(columnar_average(14, 24) / M_columnar - 1) < 1e-5
assert M_R < M_columnar < M_V

scan = [(grain_modulus(np.radians(t), np.radians(a)), t)
        for t in range(0, 91, 3) for a in range(0, 360, 10)]
softest, stiffest = min(scan), max(scan)

spread_deg = 10.0
nodes, weights = np.polynomial.legendre.leggauss(20)
tilts = np.radians(30.0) * (nodes + 1)
density = (weights * np.sin(tilts)
           * np.exp(-tilts**2 / (2 * np.radians(spread_deg)**2)))
ring = [np.mean([grain_modulus(t, a) for a in 2 * np.pi * np.arange(12) / 12])
        for t in tilts]
M_spread = np.dot(density, ring) / density.sum()

# Effect of rounding the input constants, over all corners of the box.
corner_basal, corner_ratio, corner_margin = [], [], []
for signs in itertools.product((-1, 1), repeat=6):
    trial = {name: value + 5.0 * sign
             for (name, value), sign in zip(constants.items(), signs)}
    kv, gv = voigt_moduli(**trial)
    kr, gr = reuss_moduli(trigonal_stiffness(**trial))
    basal = basal_formula(*list(trial.values())[:4])
    hill = isotropic_formula((kv + kr) / 2, (gv + gr) / 2)
    corner_basal.append(basal)
    corner_ratio.append(basal / hill)
    corner_margin.append(basal - isotropic_formula(kv, gv))
assert min(corner_margin) > 0

# Cooling example; all of these inputs are rough typical values.
mismatch_per_K, cooling_K = 6e-6, 1000.0
scale_um, alloy_mm, M_alloy = 3.0, 1.0, 290.0
strain = mismatch_per_K * cooling_K
stress_basal, stress_poly = M_basal * strain, M_H * strain
energy_basal = M_basal * giga * strain**2 * scale_um * micro
energy_poly = M_H * giga * strain**2 * scale_um * micro

# Sizes of neglected effects.
softening_per_K, relaxed_K = 1e-4, 100.0
porosity, pore_factor = 0.02, 2.0
expansion_gap, bulk_slope = 1e-6, 4.0
softening = softening_per_K * cooling_K
relaxation = relaxed_K / cooling_K
pore_loss = pore_factor * porosity
expansion_effect = expansion_gap / 3 / mismatch_per_K
volume_strain = strain * (2 + normal_strain)
nonlinear = np.expm1(bulk_slope * volume_strain) / (
    bulk_slope * volume_strain) - 1
stiffness_ratio = (2 * scale_um * micro * M_basal
                   / (alloy_mm * milli * M_alloy))
alloy_share = stiffness_ratio / (1 + stiffness_ratio)
scale_strain, alloy_strain = np.linalg.solve(
    [[1.0, -1.0], [2 * scale_um * micro * M_basal,
                   alloy_mm * milli * M_alloy]], [-strain, 0.0])
assert abs(alloy_strain / strain - alloy_share) < 1e-10

print(f"rough inputs C11, C12, C13: {c11:.0f}, {c12:.0f}, {c13:.0f} GPa")
print(f"rough inputs C33, C44, |C14|: {c33:.0f}, {c44:.0f}, {c14:.0f} GPa")
print(f"C11 + C12: {c11 + c12:.1f} GPa")
print(f"free-surface reduction 2 C13^2/C33: {2 * c13**2 / c33:.1f} GPa")
print(f"basal equibiaxial modulus: {M_basal:.1f} GPa")
print(f"normal strain / in-plane strain: {normal_strain:.3f}")
print(f"Voigt K, G, M: {K_V:.2f}, {G_V:.2f}, {M_V:.1f} GPa")
print(f"Reuss K, G, M: {K_R:.2f}, {G_R:.2f}, {M_R:.1f} GPa")
print(f"Hill K, G, M: {K_H:.2f}, {G_H:.2f}, {M_H:.1f} GPa")
print(f"Hill Young modulus: {E_H:.1f} GPa; Poisson ratio: {nu_H:.4f}")
print(f"basal minus Hill: {M_basal - M_H:.1f} GPa")
print(f"basal / Hill: {M_basal / M_H:.4f}")
print(f"basal / Voigt: {M_basal / M_V:.4f}")
print(f"rounding range, basal: {min(corner_basal):.0f} to "
      f"{max(corner_basal):.0f} GPa")
print(f"rounding range, basal/Hill: {min(corner_ratio):.3f} to "
      f"{max(corner_ratio):.3f}")
print(f"smallest basal minus Voigt in box: {min(corner_margin):.1f} GPa")
print(f"axial shear modulus G_ax: {G_axial:.2f} GPa")
print(f"beta_a, beta_c: {1e3 * beta_a:.4f}, {1e3 * beta_c:.4f} 1/TPa")
print(f"bulk term 2/(9 K_R): {1e3 * bulk_term:.4f} 1/TPa")
print(f"axial shear term 1/(6 G_ax): {1e3 * axial_term:.4f} 1/TPa")
print(f"compressibility term: {1e3 * coupling_term:.4f} 1/TPa")
print(f"sum = 1/M_basal: {1e3 / M_basal:.4f} 1/TPa")
print(f"Reuss shear term 1/(6 G_R): {1e3 * poly_shear_term:.4f} 1/TPa")
print(f"1/M_Reuss: {1e3 / M_R:.4f} 1/TPa")
print(f"share of gap from axial shear: {100 * shear_share:.1f} %")
print(f"share from compressibilities: {100 * coupling_share:.1f} %")
print(f"untextured columnar average: {M_columnar:.1f} GPa")
print(f"softest grain: {softest[0]:.1f} GPa at c-axis tilt {softest[1]} deg")
print(f"stiffest grain: {stiffest[0]:.1f} GPa at tilt {stiffest[1]} deg")
print(f"rough mismatch: {mismatch_per_K:.1e} 1/K; cooling: {cooling_K:.0f} K")
print(f"scale: {scale_um:.0f} um per face; alloy: {alloy_mm:.0f} mm, "
      f"M {M_alloy:.0f} GPa (rough)")
print(f"compressive strain magnitude: {100 * strain:.2f} %")
print(f"stress magnitude, basal: {stress_basal:.2f} GPa")
print(f"stress magnitude, Hill: {stress_poly:.2f} GPa")
print(f"stored energy per face, basal: {energy_basal:.1f} J/m^2")
print(f"stored energy per face, Hill: {energy_poly:.1f} J/m^2")
print(f"full-release thickness ratio, basal/Hill: {M_H / M_basal:.3f}")
print(f"rough softening rate: {softening_per_K:.1e} 1/K")
print(f"modulus loss at temperature of use: {100 * softening:.0f} %")
print(f"stress loss if first {relaxed_K:.0f} K relax: "
      f"{100 * relaxation:.0f} %")
print(f"rough porosity: {100 * porosity:.0f} %; loss factor: "
      f"{pore_factor:.0f}")
print(f"modulus loss from pores: {100 * pore_loss:.0f} %")
print(f"modulus with {spread_deg:.0f} deg texture spread: "
      f"{M_spread:.1f} GPa")
print(f"change from texture spread: {100 * (M_spread / M_basal - 1):.2f} %")
print(f"rough expansion gap, c minus a: {expansion_gap:.1e} 1/K")
print(f"polycrystal mismatch lower by: {100 * expansion_effect:.1f} %")
print(f"rough bulk-modulus pressure slope: {bulk_slope:.0f}")
print(f"volume strain magnitude: {100 * volume_strain:.2f} %")
print(f"nonlinear stiffening, size only: {100 * nonlinear:.1f} %")
print(f"mismatch taken up by alloy: {100 * alloy_share:.1f} %")
print("done: every assertion held")
```

Output:

```
rough inputs C11, C12, C13: 500, 160, 120 GPa
rough inputs C33, C44, |C14|: 500, 150, 20 GPa
C11 + C12: 660.0 GPa
free-surface reduction 2 C13^2/C33: 57.6 GPa
basal equibiaxial modulus: 602.4 GPa
normal strain / in-plane strain: -0.480
Voigt K, G, M: 255.56, 167.33, 536.0 GPa
Reuss K, G, M: 255.25, 163.46, 529.0 GPa
Hill K, G, M: 255.40, 165.40, 532.5 GPa
Hill Young modulus: 408.1 GPa; Poisson ratio: 0.2337
basal minus Hill: 69.9 GPa
basal / Hill: 1.1312
basal / Voigt: 1.1238
rounding range, basal: 587 to 618 GPa
rounding range, basal/Hill: 1.096 to 1.168
smallest basal minus Voigt in box: 49.3 GPa
axial shear modulus G_ax: 196.43 GPa
beta_a, beta_c: 1.2616, 1.3944 1/TPa
bulk term 2/(9 K_R): 0.8706 1/TPa
axial shear term 1/(6 G_ax): 0.8485 1/TPa
compressibility term: -0.0590 1/TPa
sum = 1/M_basal: 1.6600 1/TPa
Reuss shear term 1/(6 G_R): 1.0196 1/TPa
1/M_Reuss: 1.8902 1/TPa
share of gap from axial shear: 74.4 %
share from compressibilities: 25.6 %
untextured columnar average: 531.9 GPa
softest grain: 480.9 GPa at c-axis tilt 57 deg
stiffest grain: 602.4 GPa at tilt 0 deg
rough mismatch: 6.0e-06 1/K; cooling: 1000 K
scale: 3 um per face; alloy: 1 mm, M 290 GPa (rough)
compressive strain magnitude: 0.60 %
stress magnitude, basal: 3.61 GPa
stress magnitude, Hill: 3.20 GPa
stored energy per face, basal: 65.1 J/m^2
stored energy per face, Hill: 57.5 J/m^2
full-release thickness ratio, basal/Hill: 0.884
rough softening rate: 1.0e-04 1/K
modulus loss at temperature of use: 10 %
stress loss if first 100 K relax: 10 %
rough porosity: 2 %; loss factor: 2
modulus loss from pores: 4 %
modulus with 10 deg texture spread: 586.3 GPa
change from texture spread: -2.67 %
rough expansion gap, c minus a: 1.0e-06 1/K
polycrystal mismatch lower by: 5.6 %
rough bulk-modulus pressure slope: 4
volume strain magnitude: 0.91 %
nonlinear stiffening, size only: 1.8 %
mismatch taken up by alloy: 1.2 %
done: every assertion held
```
